Comment on reading a layer's normal permittivity from a periodic cell

The manuscript asks whether a gate can hold a thin tellurium channel in its off state without driving the bands at its two faces into overlap. The film is modelled as a flat slab of thickness t = 2 nm, repeated along its normal z with period L = 4 nm and vacuum between the copies. The dielectric constant of this cell along z is 1.905, and the author wants the constant ε of the film itself.

The argument has three steps. Dipoles add, so the mean polarization of the cell is t/L times the polarization of the film. The film's polarization is proportional to the field. Hence

ε_cell − 1 = (t/L)(ε − 1),     (1)

which says that the cell constant is the volume average of ε and 1. Solving for ε gives

ε = 1 + (1.905 − 1)(4/2) = 2.81.

The gate supplies a displacement equal to a vacuum field of 10 MV/cm, or 1 V/nm. Division by 2.81 leaves 3.56 MV/cm in the film, and 0.71 V across 2 nm. The gap is taken as 0.5 eV, so the author concludes that the valence band at one face rises above the conduction band at the other.

The first two steps are sound. The third replaces one field by another, and the conclusion does not survive the correction.

**Which field polarizes the film**

I use Gaussian units, D = E + 4πP. All three symbols denote changes caused by the applied field, so a permanent dipole of the layer plays no part. The response is linear, the layer carries no free charge, and the applied field does not vary in the plane. The cell constant is the ratio of mean D to mean E, with means taken over one period.

Write f = t/L, and let E_f be the field inside the film. Since P vanishes in the vacuum, the first two steps read

4π⟨P⟩ = f(ε − 1)E_f.

The definition of the cell constant gives 4π⟨P⟩ = (ε_cell − 1)⟨E⟩. Equating the two,

ε_cell − 1 = f(ε − 1) E_f/⟨E⟩.     (2)

Equation (1) follows if E_f = ⟨E⟩. Whether this holds depends on the direction of the field.

For a field along x, in the plane, curl E = 0 gives ∂E_x/∂z = ∂E_z/∂x. The right side vanishes because nothing varies along x. Thus E_x has one value in film and vacuum, E_f = ⟨E⟩, and the volume average is correct:

ε_cell,x = f ε_x + 1 − f.     (3)

With an in-plane constant of 30, this is 0.5 × 30 + 0.5 = 15.5.

For a field along z, div D = 0 reduces to dD_z/dz = 0. Now D has one value throughout the cell, and the field changes at each surface: E_f = D/ε in the film and E = D in the vacuum. The mean field is

⟨E⟩ = f D/ε + (1 − f)D.

Dividing by D gives

1/ε_cell = f/ε + 1 − f.     (4)

The reciprocal constants average. The same result follows from (2): since D = ε E_f = ε_cell⟨E⟩, the missing ratio is E_f/⟨E⟩ = ε_cell/ε. Then ε_cell − 1 = f(1 − 1/ε)ε_cell, and collecting the terms in ε_cell returns (4).

For several slabs, or a constant that varies smoothly with z, the same step gives

1/ε_cell = (1/L)∫ dz/ε(z),

with the integral over one period. Along z the slabs are capacitors in series, which share the charge and add their voltages. In the plane they are capacitors in parallel, which share the voltage and add their charges.

Solving (4) for the film, with 1/1.905 = 0.525,

1/ε = 1 − (L/t)(1 − 1/ε_cell) = 1 − 2 × 0.475 = 0.05,

so ε = 20. This is the constant that the model slab was given. Had the author used (1) in the forward direction with ε = 20, the cell constant would have come out as 10.5.

A limiting case shows that 10.5 is impossible here. By (4), ε_cell rises with ε, and as ε → ∞ it tends to 1/(1 − f) = L/(L − t). This is the case of a conducting plate, which removes the field from its own thickness and can do no more. For f = 1/2 the limit is 2. No slab with positive ε that fills half the cell can exceed it. In the opposite limit of weak polarizability, ε − 1 ≪ 1, equations (1) and (4) agree to first order in ε − 1, because E_f then differs little from ⟨E⟩.

**A layer without a local constant**

The author may object that a film a few atoms thick has no ε(z). The objection is fair, but it does not rescue (1). Let P(z) be the plane-averaged polarization, related to the field in any linear, nonlocal way. The induced charge density is −dP/dz, so dE/dz = −4π dP/dz, and E + 4πP is again independent of z. In the vacuum it equals the field there, D.

A neutral, laterally uniform layer produces no field outside itself. Each layer in the stack therefore responds to D as an isolated layer responds to an external field of that size, provided that its electrons do not overlap those of its neighbours. Its dipole per area is p = αD, where α does not depend on L. Averaging E = D − 4πP over the period,

⟨E⟩ = D − 4πp/L = D(1 − 4πα/L).

With the length d = 4πα,

1/ε_cell = 1 − d/L.     (5)

Comparison with (4) shows that a slab with a local constant has

d = t(1 − 1/ε).     (6)

For the tellurium model d = 2 × 0.95 = 1.90 nm.

A periodic calculation may prescribe the mean field, whereas α is defined at given D. A small quantum model shows how the two are connected. Let n electrons per area occupy the lowest state ψ₀ of a well along z, with occupations held fixed, so that no electrons are transferred to other subbands. If u(z) is the change in an electron's potential energy, first-order perturbation theory changes ψ₀ by −Σ_j ψ_j⟨j|u|0⟩/(E_j − E₀). The density n ψ₀² then changes by

δn(z) = −2n Σ_j ψ₀(z)ψ_j(z)⟨j|u|0⟩/(E_j − E₀),     (7)

with j running over the excited states. In the Hartree approximation, which omits exchange and correlation, u contains the applied energy and the repulsion from δn. For an isolated layer of electrons with charge −e,

u(z) = eDz − 2πe² ∫ |z − z′| δn(z′) dz′.

For a periodic stack at mean field ⟨E⟩, the Coulomb kernel must have period L and zero mean. For separations ζ = z − z′ smaller than L it is

K(ζ) = 4πe² [L/12 − |ζ|/2 + ζ²/(2L)].

The middle term is the kernel of the isolated layer. The constant contributes nothing, because ∫δn dz = 0. In the last term ζ² = z² − 2zz′ + z′². The z² part vanishes for the same reason, and the z′² part gives a constant energy, which does not change the density. The cross term gives

−(4πe²/L) z ∫ z′ δn(z′) dz′ = e(4πp/L)z,

since p = −e∫z′δn dz′. Added to e⟨E⟩z, this makes eDz. The periodic problem at fixed ⟨E⟩ is thus the isolated problem at D = ⟨E⟩ + 4πp/L.

For numbers I take a hard-wall well of width 0.6 nm, tilted by 4 eV from wall to wall, with 20 electrons per nm² of free mass m. These are round values and represent no particular material. At this density the in-plane Fermi energy of a single subband, πħ²n/m = 4.8 eV, exceeds the 3.3 eV that separates the second subband from the first. Keeping all electrons in the lowest state is thus a constraint of the model, which is not in its ground state. The relation between the isolated layer and the stack does not depend on this choice. The states follow from diagonalizing −(ħ²/2m)d²/dz² plus the tilt on a grid, and (7) with its Hartree term becomes a linear system. The isolated layer has d = 0.308 nm. A separate solution of the periodic problem, with its kernel summed in plane waves, gives cell constants of 1.625 at L = 0.8 nm and 1.114 at L = 3 nm. Equation (5) gives the same values from d, although this layer was never assigned a local constant.

**What the volume rule reports instead**

Suppose that the layer and its assigned t are held fixed while L is varied. From (5), ε_cell = L/(L − d), so ε_cell − 1 = d/(L − d). Inserting this in (1) gives the apparent constant

ε_v = 1 + (L/t) d/(L − d).     (8)

Because L/(L − d) falls as L grows, ε_v falls too. At L = t there is no vacuum, and (8) gives t/(t − d) = ε, as it should. In thick vacuum,

ε_v → 1 + d/t = 2 − 1/ε.     (9)

For positive ε this limit is below 2, however polarizable the slab. The rule then hardly distinguishes one strongly polarizable slab from another.

For the tellurium model, (8) gives 4.96 at L = 2.5 nm, 2.81 at 4 nm, 2.25 at 8 nm and 2.00 at 40 nm, on the way to 1.95. The author's 2.81 is thus a property of the chosen period. The quantum layer behaves likewise: with t set to the well width, its apparent constant falls from 1.83 at L = 0.8 nm to 1.52 at 60 nm, towards 1.51, while (6) assigns it 2.05 at every L.

In the plane the situation is reversed. Equation (3) gives L(ε_cell,x − 1) = t(ε_x − 1), which does not depend on L. In the example both sides are 58 nm. The invariant of a layer is therefore L(ε_cell − 1) for a field in the plane and L(1 − 1/ε_cell) for a field along the normal.

**How well the corrected constant is known**

Replacing 2.81 by 20 removes the error of principle, but the 20 should not be read as a sharp property of a thin film. Equation (6) gives

ε = t/(t − d),     (10)

and here t − d is 0.1 nm, the small difference of two larger lengths. An atomic layer has no sharp surface, so t is a convention. With d held at 1.90 nm, t = 1.95 nm gives ε = 39, and t = 2.05 nm gives 13.7.

Errors in the cell constant grow in the same way. Differentiating 1/ε = 1 − (L/t)(1 − 1/ε_cell) at fixed t and L,

−δε/ε² = −(L/t) δε_cell/ε_cell².

Multiplication by −ε gives the relative error,

δε/ε = (L/t)(ε/ε_cell)(δε_cell/ε_cell).

The factor in front is 2 × 20/1.905 = 21. A rise of one per cent in the cell constant takes ε to 25.2, and a fall of one per cent takes it to 16.5. The two shifts are unequal because terms beyond the first order already matter.

The length d is free of the convention for t. So is the voltage between two planes in the vacuum, a distance s apart, with the layer between them:

V = ∫E dz = Ds − 4πp = D(s − d).     (11)

The layer acts as a gap in which d of the vacuum length has been shorted out. I recommend that the manuscript report d, and quote ε together with the thickness used to obtain it.

**The voltage across the channel**

With ε = 20, the field in the film is 10/20 = 0.50 MV/cm, or 0.05 V/nm, and the drop across 2 nm is 0.10 V. This is one fifth of the assumed gap, where the volume rule gave 0.71 V. In a film this thin the electron states extend across the whole thickness, so separate band edges at the two faces are only a rough picture. A bound is safer. The field in the model slab is uniform, so the potential energy inside it varies by 0.10 eV in all. For states confined to the film, such a variation can lower the gap by at most 0.10 eV. The gap therefore stays open, and the author's conclusion is reversed. The converse does not hold: a drop larger than the gap would not by itself prove that the bands overlap. Moving the nominal thickness by 0.05 nm either way, at fixed d, changes the drop D(t − d) to 0.05 or 0.15 V. The constant varies by almost a factor of three over this range, but the conclusion stands. The bound needs the states to stay within such a span. Outside the film the field is the full 1 V/nm, so over a span s the potential varies by D(s − d), which reaches the gap at s = 2.4 nm. For states with much weight that far out, such as surface states, the bound no longer shows that the gap stays open.

The same numbers bear on interband tunnelling through the film. An electron must travel the gap divided by the force eE_f, 0.5 eV/(0.05 eV/nm) = 10 nm, to pass between the bands at constant energy. The film is 2 nm thick, so no such path fits along the normal. This says nothing about tunnelling from source to drain.

**The model beside a real channel**

Tellurium consists of chains, taken here to lie in the plane of the film. Its electronic dielectric constants are a few tens and larger along the chains than across them, so 20 and 30 are rough values of the right size, and a single in-plane constant is a simplification. The bulk gap is roughly 0.35 eV and widens in thin films; 0.5 eV is a rough choice for 2 nm. Using bulk-like constants at this thickness is an assumption. For a static gate voltage the lattice also responds. If this raises the normal constant to a rough 30, the drop falls to 0.067 V.

The assumed displacement is large for an off state. In a gate insulator of constant 4 it corresponds to 2.5 MV/cm. Since the film is taken to hold no free charge, the flux must pass through it and end elsewhere, for instance on a second gate. Carriers in the film would break the continuity of D: a sheet of n carriers per area changes it by 4πen. A density of 5.5 × 10¹² cm⁻² would terminate the whole gate field. Such a density belongs to a channel that is switched on, and there (4) cannot be used to find the drop.

Thermal carriers alone are few. Let the Fermi level lie at midgap. So as not to underestimate the effect of the field, lower the gap by the full drop, its largest possible reduction, to 0.4 eV. The band edge is then Δ = 0.2 eV away. One subband with effective mass m* has m*/(πħ²) states per area and energy, spin included. Integrating the Fermi function over it gives

n = (m*kT/πħ²) ln(1 + exp(−Δ/kT)).

For m* = 0.3m and 300 K this is 1.4 × 10⁹ cm⁻², less than a thousandth of the terminating density. Doping, traps or a Fermi level nearer a band edge could raise it greatly.

A short transistor also breaks the assumption of uniformity along the channel. Let φ = φ₀ cos qx be the part of the potential that varies along the channel, added to the uniform drop across the film. For this part div D = 0 gives

∂D_z/∂z = −∂D_x/∂x = ε_x ∂²φ/∂x² = −ε_x q²φ₀ cos qx.

For a film thin enough that φ hardly changes across it, D_z changes from face to face by at most ε_x q²φ₀t. I take a 20 nm gate as half a period, so q = π/20 nm⁻¹, and φ₀ = 0.1 V. The change is then 30 × 0.157² × 0.1 × 2 = 0.148 V/nm, or 15 % of the gate displacement. At this order D_z is linear in z, so if D is specified at one face its mean in the film shifts by half of this, and the drop of 0.10 V by about 7 %. To this order the shift is proportional to φ₀ and grows as q², that is, as the inverse square of the gate length. It grows faster once φ changes appreciably across the film. A barrier or drain bias of a few tenths of a volt would enlarge it in proportion.

**A film that is not uniform in the plane**

The author proposes to extend the method to patterned films. Equation (5) carries over under one further condition, and (6) does not. Let the film be cut into stripes that cover half the area, with lateral period a = 1 nm. This is a continuum model; at such a scale it serves to show the electrostatics and does not describe a real ribbon.

The plane average of D_z is still independent of z, because the lateral derivatives in div D average to zero over a period. But the stripes also produce fields that vary along x. In vacuum these decay at the slowest as exp(−2πz/a), and they must die out before the next layer if d is to be a property of one layer. The same condition applies to the atomic structure of an unpatterned crystal layer. There the slowest decay is exp(−Gz), where G is the length of the shortest nonzero in-plane reciprocal lattice vector.

I minimized the electrostatic energy on a two-dimensional grid of spacing 0.05 nm, with t = 2 nm and ε = 20 in the stripes. The result is d = 1.743 nm at both L = 4 nm and L = 6 nm. At L = 2.2 nm the vacuum gap is 0.2 nm, the exponent 2πz/a is only 1.3, and d becomes 1.756 nm. The third decimals serve only to compare runs on the same grid. The field is singular at the corners of the stripes, and the grid values lie about 0.005 nm above the converged ones, 1.738 and 1.752 nm; the difference between the two periods is hardly affected.

Inserting the laterally averaged constant, (20 + 1)/2 = 10.5, in (6) would give 1.810 nm. This is an upper bound. At fixed mean field the true potential minimizes the energy, which is proportional to ε_cell. Restricting the trial potentials to functions with no lateral variation beyond the applied field can only raise the minimum, and within that class the best result is (4) with the averaged constant. A larger ε_cell means a larger d by (5). The true potential lowers the energy further by varying along x. For patterned films the manuscript should therefore obtain d from the cell constant through (5), at two periods large enough to agree, and should not convert it to a constant through (6).
